# Korhonen's stress-evolution equation for a metal line with blocked ends

## The result

A long metal line occupies $0<x<L$, with $x$ pointing along the electron flow. Let $\sigma(x,t)$ be the hydrostatic stress, positive in tension, and $j>0$ the magnitude of the current density. In a confined line without voids,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{|Z^*|e\rho j}{\Omega}, \tag{1}$$

and if no atoms pass the ends,

$$\frac{\partial\sigma}{\partial x}=-G\quad\text{at }x=0\text{ and }x=L. \tag{2}$$

Here $D$ is the atomic diffusivity averaged over the cross-section, $\Omega$ the atomic volume, $\rho$ the resistivity and $Z^*<0$ the effective charge number. The modulus $B$ says how much stress appears when atoms are added to the confined line. Strains are small and the temperature $T$ is uniform.

## Stage 1: a rigid channel without current

Let $n$ be the number of atoms per unit reference volume of the line and $J$ their flux along $+x$, averaged over the section area $A$. A slice of length $dx$ gains atoms at the rate $A[J(x)-J(x+dx)]$, so

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x}.$$

Grain boundaries are assumed to create and remove lattice sites quickly, so that each added atom brings one site of volume $\Omega$. The inserted volume fraction is $\theta=\Omega(n-n_0)$, where $n_0$ is the initial value, and

$$\frac{\partial\theta}{\partial t}=-\Omega\frac{\partial J}{\partial x}. \tag{3}$$

Boundaries of all orientations are assumed to exchange atoms quickly within a section. Atoms then move from the more compressed boundaries to the less compressed ones until the normal stress is the same on all of them. The stress in a section is therefore hydrostatic.

In a rigid channel the total volume strain is zero. It is the sum of the elastic part $\sigma/K$, with $K$ the bulk modulus of the metal, and the inserted part $\theta$. Starting from zero stress,

$$\frac{\sigma}{K}+\theta=0\quad\Rightarrow\quad\sigma=-K\theta .$$

Added atoms cause compression, and in this limit $B=K$.

The stored energy per volume is $w=\sigma^2/2K=K\theta^2/2$. One atom added to a volume $V$ raises $\theta$ by $\Omega/V$, and the energy $Vw$ by

$$V\frac{dw}{d\theta}\frac{\Omega}{V}=\Omega K\theta=-\Omega\sigma .$$

The chemical potential is thus $\mu=\mu_0-\Omega\sigma$: atoms have lower energy where the line is in tension. They should flow towards tension and relieve it, which is the limit that the flux law must reproduce.

## Stage 2: an elastic surrounding

Now let the line be a round cylinder of radius $a$ in a large matrix of shear modulus $\mu_m$. The stress varies slowly along $x$, and the distant matrix prevents axial strain. In the matrix take the radial displacement $u=C/r$. Its strains are $\varepsilon_r=-C/r^2$ and $\varepsilon_\phi=+C/r^2$. Their sum is zero, so the matrix changes shape but not volume, and

$$\sigma_r=2\mu_m\varepsilon_r=-\frac{2\mu_mC}{r^2},\qquad \sigma_\phi=+\frac{2\mu_mC}{r^2}.$$

Radial equilibrium, $d\sigma_r/dr+(\sigma_r-\sigma_\phi)/r=0$, holds because the two terms are $4\mu_mC/r^3$ and $-4\mu_mC/r^3$.

At the wall $\sigma_r$ equals the line stress $\sigma$, so $C/a^2=-\sigma/2\mu_m$. The line has two equal transverse strains $u(a)/a=C/a^2$ and no axial strain. Its total volume strain is therefore $-\sigma/\mu_m$, and

$$-\frac{\sigma}{\mu_m}=\frac{\sigma}{K}+\theta\quad\Rightarrow\quad \sigma=-B\theta,\qquad \frac1B=\frac1K+\frac1{\mu_m}. \tag{4}$$

A very stiff matrix returns $B=K$. A very soft one gives $B\to\mu_m$, because the line can then swell sideways.

The stored energy must include the matrix. Its wall is loaded in proportion to the volume strain, so it stores $\tfrac12\sigma^2/\mu_m$ per line volume. Adding the line's own $\sigma^2/2K$ gives $\sigma^2/2B=B\theta^2/2$. The argument of Stage 1 again yields $\mu=\mu_0-\Omega\sigma$.

If there is an initial stress $\sigma_0$, then $\sigma=\sigma_0-B\theta$. Inserting volume $d\theta$ against this stress costs $dw=-\sigma\,d\theta$, and $\Omega\,dw/d\theta=-\Omega\sigma$ as before. The elastic energy carried by the added atom itself, of order $\Omega\sigma^2/2K$, has been dropped. Relative to $\Omega\sigma$ it is $\sigma/2K$, or $3.6\times10^{-4}$ at 100 MPa for $K=137$ GPa.

For copper-like $K=137$ GPa and oxide-like $\mu_m=30$ GPa,

$$B=\frac{137\times30}{137+30}\ \text{GPa}=24.6\ \text{GPa}.$$

A radial finite-element solution tests this without using (4). The line had shear modulus 48 GPa, and the matrix had Poisson ratio 0.17 and an outer radius of 100 line radii. The inserted volume was divided between axial and transverse directions so as to make the line stress hydrostatic. The result was again 24.6 GPa, with a stored energy of 0.9999 times $B\theta^2/2$.

## Stage 3: jumps, diffusion and electron wind

The electrons move along $+x$, so the conventional current and the electric field point along $-x$, and the field is $-\rho j$. The effective charge number combines the direct electrostatic force with the momentum transferred by the electrons. With $Z^*=-|Z^*|$,

$$F=Z^*e(-\rho j)=+|Z^*|e\rho j .$$

The force pushes atoms along the electron flow.

To find the flux, consider jumps of length $b$ along $x$, with rate $\Gamma$ in each direction when there is no bias. A forward jump changes the energy by $b\,\partial\mu/\partial x$ and receives the work $Fb$, so its net cost is

$$\Delta=b\left(\frac{\partial\mu}{\partial x}-F\right).$$

Detailed balance, with the wind work included in the cost, requires the ratio of forward to backward rates to be $e^{-\Delta/k_BT}$. Dividing the bias equally gives $\Gamma e^{-\Delta/2k_BT}$ and $\Gamma e^{+\Delta/2k_BT}$. Per unit area, $b/\Omega$ atoms lie within one jump of a given plane on each side. Hence

$$J=\frac{b\Gamma}{\Omega}\left(e^{-\Delta/2k_BT}-e^{+\Delta/2k_BT}\right)\simeq-\frac{b\Gamma}{\Omega}\frac{\Delta}{k_BT}.$$

In a time $t$ an unbiased atom makes on average $2\Gamma t$ jumps. If their directions are independent, its mean square displacement is $2\Gamma tb^2$. This equals $2Dt$, which gives $D=\Gamma b^2$ and

$$J=\frac{D}{\Omega k_BT}\left(F-\frac{\partial\mu}{\partial x}\right)=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+|Z^*|e\rho j\right). \tag{5}$$

There is no further term $-D\,\partial n/\partial x$. That $n$ changes only slightly is not the reason: with $n=n_0+\theta/\Omega$ such a term would be $k_BT/B\Omega$ of the stress term, about 1/37 in the example, and would make the steady gradient depend on $B$. The reason is that an atom jumps into a vacancy. With vacancy fractions $c_1$ and $c_2$ on the two sides of the plane, the forward and backward rates go as $(1-c_1)c_2$ and $(1-c_2)c_1$. If a vacancy is given a full atomic volume, local equilibrium makes $c/(1-c)\propto e^{\Omega\sigma/k_BT}$, so without wind the ratio of the rates is $e^{-b(\partial\mu/\partial x)/k_BT}$, the bias already counted in $\Delta$. The scarcity of vacancies is contained in $D$. When atoms jump into vacancies, successive jumps of one atom are correlated. The flux law keeps $D=\Gamma b^2$, but the tracer diffusivity is then smaller than this $D$, by a factor of about 0.78 in an fcc lattice. If a fast path fills a fraction $f$ of the section and carries nearly all the flux, $D$ is $f$ times the diffusivity of that path, and $Z^*$ belongs to that path.

Linearising is safe here. In the example below $F=4\times10^{-4}$ eV/µm, while $k_BT=0.049$ eV, so the work over an atomic distance is a minute fraction of $k_BT$.

## Stage 4: the combined equation

Differentiate $\sigma=\sigma_0-B\theta$ in time, with $B$ uniform, and insert (3) and then (5):

$$\frac{\partial\sigma}{\partial t}=-B\frac{\partial\theta}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\frac{DB}{k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+|Z^*|e\rho j\right)\right].$$

Taking $\Omega$ out of the bracket gives (1). The two minus signs, one from conservation and one from the elastic response, cancel: a flux that grows along $x$ removes atoms and raises the tension.

Two limits test the signs. Without current and with constant $\kappa$, the equation is $\partial_t\sigma=\kappa\,\partial_x^2\sigma$, so a peak of tension decays, as Stage 1 demanded. With current but uniform stress and uniform $\kappa G$, the right side vanishes. The wind then carries atoms through the interior without changing the stress there. Stress starts where the flux changes, which in a uniform line means at the ends.

## Stage 5: blocked ends and the steady state

At a blocked end $J=0$, and (5) gives (2). Integrating (1) over the line gives

$$\frac{d}{dt}\int_0^L\sigma\,dx=\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right]_0^L=0 .$$

The mean stress is conserved, because atoms are redistributed but not lost.

In a steady state $\kappa(\partial_x\sigma+G)$ is the same at all $x$, and it is zero at the ends. Since $\kappa>0$, the gradient is $-G$ throughout. For a uniform initial stress $\sigma_0$ the conserved mean fixes the constant:

$$\sigma_\infty(x)=\sigma_0+G\left(\frac L2-x\right). \tag{6}$$

The cathode end $x=0$, where the electrons enter, is in tension relative to $\sigma_0$. The anode end is in compression. Neither $D$ nor $B$ appears in (6), and the argument also holds when $D$ depends on stress.

The steady state changes if a void opens at $x=0$. Its free surface cannot carry normal stress, so, neglecting surface energy, $\sigma(0)=0$ replaces the blocked condition there. With the other end still blocked, $\sigma=-Gx$. The atoms that left the void are now in the line, and for a void short compared with $L$ its volume per section area is

$$\int_0^L\theta\,dx=\int_0^L\frac{\sigma_0+Gx}{B}\,dx=\frac{\sigma_0L}{B}+\frac{GL^2}{2B}.$$

A soft surrounding leaves (6) unchanged but allows a larger void. Surface energy is negligible only for a large void. For a surface energy $\gamma\approx1.5$ J/m², the capillary stress $2\gamma/r$ is about 30 MPa at $r=0.1$ µm and 150 MPa at $r=20$ nm.

## Stage 6: the transient

Take constant $\kappa$ and write $\sigma=\sigma_\infty+v$. Then $\partial_tv=\kappa\,\partial_x^2v$, with $\partial_xv=0$ at both ends and $v(x,0)=-G(L/2-x)$. The cosines $\cos(q_nx)$ with $q_n=n\pi/L$ meet the end conditions, and each decays as $e^{-\kappa q_n^2t}$. Integration by parts gives

$$\int_0^L\left(\frac L2-x\right)\cos q_nx\,dx
=\left[\left(\frac L2-x\right)\frac{\sin q_nx}{q_n}\right]_0^L+\frac1{q_n}\int_0^L\sin q_nx\,dx
=\frac{1-\cos n\pi}{q_n^2}.$$

The bracket vanishes. The result is $2/q_n^2$ for odd $n$ and zero for even $n$. Multiplying by $-2G/L$ gives the coefficients $-4GL/(n^2\pi^2)$, so

$$\sigma=\sigma_0+G\left(\frac L2-x\right)-\frac{4GL}{\pi^2}\sum_{n\ \text{odd}}\frac{\cos(n\pi x/L)}{n^2}e^{-n^2t/\tau},\qquad \tau=\frac{L^2}{\pi^2\kappa}. \tag{7}$$

At early times the far end does not matter. The gradient $g=\partial_x\sigma$ itself obeys the diffusion equation, with $g(0,t)=-G$ and $g(x,0)=0$. On a half-line the solution is $g=-G\,\mathrm{erfc}(x/2\sqrt{\kappa t})$. Far from the end the stress is still $\sigma_0$, hence

$$\sigma(0,t)-\sigma_0=-\int_0^\infty g\,dx=2G\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(s)\,ds=2G\sqrt{\frac{\kappa t}{\pi}}. \tag{8}$$

For the line below, (7) and (8) agree at $t=0.05\,\tau$ within one part in $10^5$.

## Stage 7: numbers for a copper line

The inputs are rough typical values for a copper interconnect in oxide under an accelerated test: $T=573$ K, $j=1$ MA/cm², $L=50$ µm, $\rho=4$ µΩ cm, $|Z^*|=1$, $D=3\times10^{-13}$ cm²/s and $\Omega=0.01181$ nm³. The initial stress is zero. The numerical output lists further digits.

The field is $\rho j=4$ V/cm, which gives the force quoted in Stage 3. Dividing by $\Omega$ gives $G=5.43$ MPa/µm. With $B\Omega/k_BT=36.7$,

$$\kappa=36.7\times3\times10^{-13}\ \text{cm}^2/\text{s}=1.10\times10^{-11}\ \text{cm}^2/\text{s},$$

$$\tau=\frac{(50\times10^{-4}\ \text{cm})^2}{\pi^2\times1.10\times10^{-11}\ \text{cm}^2/\text{s}}\approx64\ \text{h}.$$

The diffusivity of stress, $\kappa$, is some 37 times that of atoms, because $B$ is that much larger than $k_BT/\Omega$. In a given time stress therefore spreads about six times as far as the length $\sqrt{Dt}$ built from the section-averaged $D$. This is not the distance travelled by atoms on a fast path, whose diffusivity is $D/f$. For a path 0.5 nm thick in a 0.2 µm line, $D/f$ is about ten times $\kappa$.

The final cathode stress is $GL/2=136$ MPa. Keeping the first term of the sum at $t=\tau$ gives

$$\sigma(0,\tau)\approx136\left(1-\frac8{\pi^2}e^{-1}\right)\text{MPa}\approx95\ \text{MPa},$$

in agreement with the full series. The values at $0.1\,\tau$, $0.3\,\tau$ and $3\,\tau$ are 31, 53 and 130 MPa.

Suppose a void forms at 100 MPa, a rough value that depends strongly on interface flaws. Series (7) reaches it after 72 h. Solving (8) for time gives

$$t_c=\frac{\pi(\Delta\sigma_c)^2}{4G^2\kappa}\approx67\ \text{h},$$

about 6.5% shorter than the series value, since (8) ignores the far end.

A separate calculation tests the chain from energy to stress. The line was divided into 50 cells of 1 µm, each with energy $B\theta^2/2$ per volume. Atoms hopped between neighbours at the exponential rates of Stage 3, with $\Delta$ found from the energy change of moving one atom. At $0.1$, $0.3$, $1$ and $3\,\tau$ the stress differed from (7) by at most $1.4\times10^{-4}$ of $GL/2$. The critical time was again 72 h.

## Stage 8: the threshold

Each term of (7) makes the cathode stress rise steadily towards $\sigma_0+GL/2$. A critical rise $\Delta\sigma_c=\sigma_c-\sigma_0>0$ is therefore never reached if $GL/2<\Delta\sigma_c$, that is, if

$$jL<\frac{2\Omega\,\Delta\sigma_c}{|Z^*|e\rho}. \tag{9}$$

For $\Delta\sigma_c=100$ MPa the right side is about 3700 A/cm. The example has $jL=5000$ A/cm and lies above it. At the same current density a line shorter than about 37 µm would stay below the critical stress. As a design rule, (9) requires a uniform line with two blocked ends, no existing void and a known, uniform initial stress. It guards only against voiding at the cathode. The anode stress falls to $\sigma_0-GL/2$, and by Stage 2 a compression there puts an equal hoop tension into the surrounding wall. A weak dielectric or cap can crack and let metal extrude, which sets a separate limit on $jL$. If the initial stress varies along the line, the cathode stress can pass above its final value on the way. For a given $\Delta\sigma_c$ the rule does not involve $D$ or $B$, which set how fast the stress approaches its limit.

## Stage 9: where the model gives way

**Stress-dependent diffusion.** If tension eases vacancy formation by a full atomic volume, $D$ is multiplied by $e^{\Omega\sigma/k_BT}$. At 100 MPa the exponent is 0.15. Equation (1) still holds with $\kappa$ inside the derivative, but (7) does not. The cell calculation with this factor reached 100 MPa after 70 h instead of 72 h. At $10\,\tau$ its profile matched (6) within $4\times10^{-5}$ of $GL/2$, as Stage 5 predicts.

**Vacancy storage.** Remove a fraction $\delta$ of the atoms. Some of the emptied sites may remain as vacancies, so $\theta=-\delta+\Delta c_v$. For small stress $\Delta c_v=c_v\Omega\sigma/k_BT$, where $c_v$ is the vacancy site fraction and a vacancy is given a full atomic volume. Then $\sigma=B(\delta-\Delta c_v)$ gives

$$\sigma=\frac{B\,\delta}{1+c_vB\Omega/k_BT}.$$

With a formation energy of 1.2 eV and no formation entropy, $c_v\approx3\times10^{-11}$ in the lattice, and the correction is about $10^{-9}$.

**Short times.** Relation (4) is local only if the stress varies slowly over a line width. For a width of 0.2 µm this fails before roughly $(0.2\ \text{µm})^2/\kappa\approx36$ s, which is short compared with $\tau$. This is an order of magnitude and not a sharp limit: the error fades gradually as the diffusion length grows to many widths.

**Heating.** If all the heat of a line 0.2 µm high crosses 1 µm of oxide straight downwards to a substrate at fixed temperature, the line warms by 0.57 K. The oxide conductivity is taken as 1.4 W/(m K). With an activation energy of 0.9 eV this raises $D$ by 1.8%. Sideways spreading would lower the estimate, while heat from lines in other levels would raise it.

**The real line at its temperature of use.** The current density and temperature above suit an accelerated test. A 0.2 µm line is wide beside the finest present interconnects, and many of those have dielectrics softer than oxide, which lower $B$ and lengthen $\tau$. Another assumption that can fail in service is zero initial stress. Let the line cool from a stress-free state at 573 K to 378 K, with surroundings whose expansion coefficient is smaller by $14\times10^{-6}$ K⁻¹. This is about the gap between copper and a silicon substrate. The gap to oxide is somewhat larger and would raise the estimate. The missing volume acts as a negative $\theta$. If atoms exchange within each section, so that the stress becomes hydrostatic as in Stage 1, but nothing else relaxes it,

$$\sigma_0=3B\,\Delta\alpha\,\Delta T=3\times24.6\ \text{GPa}\times14\times10^{-6}\ \text{K}^{-1}\times195\ \text{K}\approx200\ \text{MPa}.$$

This exceeds the assumed critical stress before any current flows, so (9) then offers no safe length. For the line to stay free of voids, either further relaxation must lower the stress or the interface must withstand more than 100 MPa. Otherwise voids can form from the thermal stress alone. Diffusion is also far slower: $D$ falls to $8\times10^{-5}$ of its value in the test, and $\tau$ grows from 64 h to about 58 years with $B$ and $L$ held fixed. That is a time for stress to build up in this model and not a predicted lifetime, which depends on the initial stress and on the void that follows.

## Computed values

```
test temperature: 573 K
lattice parameter: 0.3615 nm
atomic volume: 0.01181 nm^3
effective charge magnitude |Z*|: 1
resistivity: 4 uOhm cm
current density: 1 MA/cm2
line length: 50 um
line width and height: 0.2 um
effective diffusivity: 3e-13 cm2/s
bulk modulus of line: 137 GPa
shear modulus of matrix: 30 GPa
B from formula: 24.61 GPa
B from finite elements: 24.61 GPa
stored energy / (B theta^2/2): 0.99986
thermal energy kB*T: 0.04938 eV
electron-wind force: 0.0004 eV/um
B*Omega/(kB*T): 36.74
kappa: 1.102e-11 cm2/s
G: 5.426 MPa/um
tau = L^2/(pi^2 kappa): 63.84 h
steady cathode stress G*L/2: 135.7 MPa
cathode stress at 0.1 tau: 30.82 MPa
cathode stress at 0.3 tau: 53.37 MPa
cathode stress at 1.0 tau: 95.2 MPa
cathode stress at 3.0 tau: 130.2 MPa
largest ledger-series gap / (G*L/2): 1.4e-04
steady gap, constant D / (G*L/2): 3.7e-05
steady gap, stress-dependent D / (G*L/2): 4.0e-05
critical stress: 100 MPa
time to critical stress, series: 71.89 h
time to critical stress, ledger: 71.87 h
time to critical stress, early-time law: 67.22 h
time to critical stress, stress-dependent D: 70.34 h
threshold product jL: 3686 A/cm
threshold length at this j: 36.86 um
Omega*sigma/(kB*T) at critical stress: 0.1493
vacancy formation energy: 1.2 eV
vacancy site fraction estimate: 2.8e-11
vacancy storage correction: 1.0e-09
second-order energy term sigma/(2K): 3.6e-04
time below which B is not local, width^2/kappa: 36 s
oxide thickness: 1 um
oxide thermal conductivity: 1.4 W/(m K)
Joule heating, slab upper estimate: 0.57 K
relative change of D by heating: 0.018
activation energy of D: 0.9 eV
use temperature: 378 K
D(use)/D(test): 8.25e-05
tau at use temperature: 58 years
thermal expansion mismatch: 14 1e-6/K
thermal stress on cooling to use: 202 MPa
```
